\section*{Composing Random Scattering Layers Stably with the Redheffer Star Product}

\section{A conductor that becomes an insulator}

A disordered metal strip 20 nm long has, in one calculation, dimensionless conductance $g=2.33$. In a second calculation, with the same disorder, equations and double-precision arithmetic, $g=3.8\times10^{-247}$. At a length of 1 nm the two agree to a relative difference of $8\times10^{-14}$. The second calculation multiplies transfer matrices; the first composes scattering matrices. Since the two are algebraically equivalent, the difference must come from rounding, and the remedy from arranging the algebra so that rounding has nothing to grow on.

The strip occupies $0<y<W$ with hard walls, and electrons of mass $m$ and energy $E$ move along $x$ without losing phase or energy. Disorder sits in thin sheets, a distance $d$ apart, with potential $u_j(y)\,\delta(x-x_j)$. In the transverse modes $\phi_n=\sqrt{2/W}\sin(n\pi y/W)$, the wave between sheets has amplitudes $a_n e^{ik_nx}+b_n e^{-ik_nx}$, where
\begin{equation}
k_n^2=k_F^2-\left(\frac{n\pi}{W}\right)^2,\qquad k_F^2=\frac{2mE}{\hbar^2}.
\end{equation}
Open modes have $k_n>0$. Closed modes have $k_n=i\kappa_n$ with $\kappa_n>0$, so $a_n$ multiplies a wave decaying to the right and $b_n$ one decaying to the left. Let $K=\mathrm{diag}(k_n)$ and $P=\mathrm{diag}(e^{ik_nd})$.

The example has $E=7$ eV and $W=2$ nm, hence $k_F=13.555$ nm$^{-1}$ and $k_FW/\pi=8.6$: eight modes are open. Six closed modes are kept, with $\kappa$ from 4.0 to $\kappa_{\max}=17.3$ nm$^{-1}$. There are 100 sheets with $d=0.2$ nm. Each $u_j$ is a sum of $\cos(q\pi y/W)$, $q=1,\dots,6$, with independent Gaussian coefficients of rms 0.08 eV nm.

\section{The naive scheme and what it loses}

Integrating the Schr\"odinger equation across a sheet gives continuity of the mode vector $\psi$ and a jump in its slope,
\begin{equation}
\psi'(0^+)-\psi'(0^-)=\Gamma\psi(0),\quad
\Gamma_{mn}=\frac{2m}{\hbar^2}\int_0^W\!\phi_m u\,\phi_n\,dy .
\label{jump}
\end{equation}
With amplitudes $(a_1,b_1)$ on the left and $(a_2,b_2)$ on the right, these conditions read
\begin{align}
a_2+b_2&=a_1+b_1,\\
iK(a_2-b_2)&=iK(a_1-b_1)+\Gamma(a_1+b_1).
\end{align}
Multiply the second line by $(iK)^{-1}$ and set $G=(2iK)^{-1}\Gamma$. Half the sum and half the difference of the two lines are
\begin{equation}
a_2=a_1+G(a_1+b_1),\quad b_2=b_1-G(a_1+b_1).
\end{equation}
The spacer after the sheet multiplies $a_2$ by $P$ and $b_2$ by $P^{-1}$. One layer therefore has the transfer matrix
\begin{equation}
M=\begin{pmatrix}P(1+G)&PG\\-P^{-1}G&P^{-1}(1-G)\end{pmatrix},
\end{equation}
and the strip has the ordered product of such matrices. If nothing comes in from the left, $a_L=0$, then $b_R=M_{22}b_L$. The transmission matrix for incidence from the right is thus $t'=M_{22}^{-1}$.

The trouble is in $P^{-1}$, whose closed entries are $e^{\kappa_n d}$. A product over length $L$ contains numbers of order $e^{\kappa_{\max}L}$, here $10^{150}$. Large numbers alone do no harm. To see what does, take one open and one closed mode, and let the closed mode grow by $X=e^{\kappa L}$ between two weak mixings $u$ and $v$:
\begin{align}
M_{22}&=\begin{pmatrix}1&u\\0&1\end{pmatrix}
\begin{pmatrix}1&0\\0&X\end{pmatrix}
\begin{pmatrix}1&0\\v&1\end{pmatrix}\notag\\
&=\begin{pmatrix}1+uvX&uX\\vX&X\end{pmatrix}.
\end{align}
Its determinant is $(1+uvX)X-uvX^2=X$, so the open-open element of the inverse is $X/X=1$: full transmission. The information that the channel is open is the 1 in $1+uvX$. Now store that entry with relative rounding error $\eta\epsilon$, where $\epsilon=2.2\times10^{-16}$ and $|\eta|\lesssim1$. For $|uv|X\gg1$ the determinant becomes $X+\eta\epsilon uvX^2$, and the computed element is
\begin{equation}
t'_{\rm open}\simeq\frac{X}{X+\eta\epsilon uvX^2}=\frac{1}{1+\eta\epsilon uvX}.
\label{toy}
\end{equation}

Equation~(\ref{toy}) shows two stages of the failure. While $\epsilon|uv|X\ll1$, the error grows as $\epsilon|uv|e^{\kappa L}$. Once $\epsilon|uv|X\gg1$, the computed transmission falls towards zero, unless rounding leaves the stored matrix exactly singular, and a conductor looks like an insulator. If $uv=0$ there is no such loss, as long as $X$ does not overflow. With many modes, the columns of $M_{22}$ all turn towards the fastest-growing direction; the small singular values, which carry the open transmission, are then differences below the last stored digit.

Setting $\epsilon e^{\kappa_{\max}L}=1$ gives the estimate
\begin{equation}
L_c=\frac{\ln(1/\epsilon)}{\kappa_{\max}}=\frac{36.04}{17.317\ \mathrm{nm}^{-1}}=2.08\ \mathrm{nm}.
\end{equation}
In the example, the relative error of $g$ is $8.0\times10^{-14}$ at 1 nm, $1.7\times10^{-6}$ at 2 nm and 0.35 at 3 nm. Dividing the first two by $\epsilon e^{\kappa_{\max}L}=7.4\times10^{-9}$ and $0.24$ gives prefactors $1.1\times10^{-5}$ and $0.7\times10^{-5}$. In this sample they agree within a factor of two while the error itself grows by seven decades. Other samples often show a larger change of the prefactor, so the exponential in (\ref{toy}) gives the trend and not an exact law. The model does not fix the size of the prefactors, but the product $uv$ of two weak mixings makes a small value plausible. With the second prefactor, a one per cent error is expected at
\begin{equation}
L=\frac{\ln\!\left[10^{-2}/(0.7\times10^{-5}\,\epsilon)\right]}{\kappa_{\max}}\simeq2.5\ \mathrm{nm}.
\end{equation}
The first layer boundary at which the error exceeds one per cent is 2.6 nm.

A fit to the median amplitude error of 60 samples between 0.8 and 1.8 nm gives a growth rate of 15.3 nm$^{-1}$, 12 per cent below $\kappa_{\max}$. The cause of this difference was not examined. The two-mode model gives the trend and not the exact size of the false transmission at 20 nm.

Two controls separate the causes. With the off-diagonal elements of $\Gamma$ removed, only modes 1 to 3 are still scattered, because the diagonal element of $\cos(q\pi y/W)$ in mode $n$ vanishes unless $q=2n$. The closed modes still grow by up to 150 decades, but the largest error in the open transmission amplitudes at 20 nm is $1.5\times10^{-14}$. With mixing kept and the closed modes removed, it is $3.9\times10^{-15}$. In this example the failure needs both growth and mixing.

Dropping the closed modes is nevertheless no cure, because they change the physics. An electron can scatter virtually into a closed mode and back. Most of the effect arises within a single sheet; with $\kappa d=0.8$ for the slowest closed mode, neighbouring sheets also communicate through it. Over 40 samples, omitting the closed modes changes $g$ by 0.36 rms, whereas raising the number of modes from 14 to 20 changes it by 0.006. The first figure is about the sample-to-sample spread of $g$, $0.026\sqrt{200}\simeq0.37$; it shows that the individual sample is changed, not that the ensemble mean moves by as much. More digits do cure the problem: a transfer calculation with 340 digits reproduces the open amplitudes of the stable scheme within $5\times10^{-15}$. But the digits needed grow nearly linearly with $\kappa_{\max}L$, so better resolution of the closed modes makes the arithmetic dearer.

\section{Asking only for outgoing waves}

The transfer matrix asks what must exist on the right, given everything on the left. For a closed mode this means reconstructing a wave from its decayed tail. The well-posed question is what leaves a section, given what enters:
\begin{equation}
\begin{pmatrix}b_L\\a_R\end{pmatrix}=
\begin{pmatrix}r&t'\\t&r'\end{pmatrix}
\begin{pmatrix}a_L\\b_R\end{pmatrix}.
\end{equation}
For one sheet, let a wave $a_1$ enter from the left and set $b_2=0$. With $a_2=t_0a_1$ and $b_1=r_0a_1$, continuity gives $r_0=t_0-1$. The slope condition gives
\begin{equation}
iKt_0-iK(1-r_0)=\Gamma t_0 .
\end{equation}
Substituting $r_0$ turns the left side into $2iK(t_0-1)$, so $(2iK-\Gamma)t_0=2iK$. Division by $2i$ yields
\begin{equation}
t_0=\left(K+\tfrac{i}{2}\Gamma\right)^{-1}K,\qquad r_0=t_0-1 .
\label{sheet}
\end{equation}
A sheet is symmetric under reflection in $x$, so the same matrices hold from the right. Adding the spacer on the right gives
\begin{equation}
r=r_0,\quad t=Pt_0,\quad r'=Pr_0P,\quad t'=t_0P .
\end{equation}
Only $P$ appears, and its elements have modulus at most one.

Now join section $A$ to section $B$ on its right. Between them let $a$ travel or decay to the right and $b$ to the left:
\begin{equation}
a=t_Aa_L+r'_Ab,\qquad b=r_Ba+t'_Bb_R .
\end{equation}
Inserting the second equation in the first and collecting $a$ gives
\begin{equation}
a=D^{-1}(t_Aa_L+r'_At'_Bb_R),\quad D=1-r'_Ar_B .
\end{equation}
The inverse sums the repeated reflections between the sections whenever that series converges. The outgoing waves are $a_R=t_Ba+r'_Bb_R$ and $b_L=r_Aa_L+t'_Ab$. For $b_R=0$ one has $b=r_Ba$, so
\begin{align}
t&=t_BD^{-1}t_A,\label{star1}\\
r&=r_A+t'_Ar_BD^{-1}t_A .
\end{align}
For $a_L=0$ one has $a=r'_Ab$, hence $(1-r_Br'_A)b=t'_Bb_R$, and
\begin{align}
r'&=r'_B+t_BD^{-1}r'_At'_B,\\
t'&=t'_A(1-r_Br'_A)^{-1}t'_B .\label{star4}
\end{align}
Equations (\ref{star1})--(\ref{star4}) are the Redheffer star product. Start with the first layer and append the others one by one. Each step solves linear systems of the size of the mode number $N$, so the cost grows as $N^3$ times the number of layers.

As an independent reference, the same strip can be treated with all sheets at once. A source of strength $s$ in mode $n$ at $x_l$, meaning $\psi_n''+k_n^2\psi_n=s\,\delta(x-x_l)$, radiates $s\,e^{ik_n|x-x_l|}/(2ik_n)$: this has slope jump $s$ and is outgoing or decaying. Hence
\begin{equation}
\psi(x_j)=\psi_{\rm in}(x_j)+\sum_l\frac{e^{iK|x_j-x_l|}}{2iK}\,\Gamma_l\,\psi(x_l),
\end{equation}
a system of $100\times14=1400$ equations. Its open transmission amplitudes differ from those of the star product by at most $2.3\times10^{-14}$.

\section{Why the errors stay small}

The absence of growing exponentials does not by itself prove stability, since $D$ has to be inverted. Consider first a model with open modes only. Multiply $\psi^\dagger$ into the jump condition (\ref{jump}) and take the imaginary part. Because $\Gamma$ is Hermitian, $\mathrm{Im}\,\psi^\dagger\Gamma\psi=0$, so $\mathrm{Im}\,\psi^\dagger\psi'=a^\dagger Ka-b^\dagger Kb$ is the same on both sides. In flux-normalized amplitudes $K^{1/2}a$ and $K^{1/2}b$, the total outgoing norm equals the total incoming norm for every input. The scattering matrix is therefore unitary, and its block $r'_A$ has spectral norm at most one, whatever the length of $A$. If the appended layer has $\|r_B\|<1$, the geometric series for $D^{-1}$ converges and
\begin{equation}
\|D^{-1}\|\le\sum_{s=0}^{\infty}\|r'_Ar_B\|^s\le\frac{1}{1-\|r_B\|}.
\label{bound}
\end{equation}
The right side knows only about the new layer. In the open-only version of the example, the largest $\|D^{-1}\|$ is 1.30, and the largest value of the bound is 1.71.

With closed modes, the open-open blocks remain unitary together, because an outgoing closed wave alone carries no current. The closed blocks of $r'_A$ have no such limit, so (\ref{bound}) does not cover them. A statement for all modes comes from following an error through the rest of the strip. Let $A$ be the part already composed, carrying errors $\delta t_A$ and $\delta r'_A$, and let $B$ be everything still to be added. The error in $r'_A$ changes $D$ by $\delta D=-\delta r'_A\,r_B$. Since $\delta D^{-1}=-D^{-1}\,\delta D\,D^{-1}$, the first-order change of (\ref{star1}) is
\begin{equation}
\delta t=t_BD^{-1}\left(\delta t_A+\delta r'_A\,r_BD^{-1}t_A\right).
\label{error}
\end{equation}
Both factors have a physical meaning. The matrix $r_BD^{-1}t_A$ is the left-going wave at the cut per unit incoming wave. The matrix $t_BD^{-1}$ is the wave leaving on the right when a unit right-going wave is injected at the cut. A rounding error thus acts like a small spurious source in the finished strip, and it reaches the output as a real source would. An error placed in a closed mode must scatter into an open one before it decays. The transfer product differs in the size of its errors, not in how they travel. Let $M^A$ be the product stored at a cut $x$ and $M^B$ the rest. Since $M^B_{22}=t_B'^{-1}$ and $M^B_{21}=-t_B'^{-1}r_B$, Eq.~(\ref{star4}) and $\delta t'=-t'\,\delta M_{22}\,t'$ give
\begin{equation}
\delta t'=-t'_A(1-r_Br'_A)^{-1}\left(\delta M^A_{22}-r_B\,\delta M^A_{12}\right)t' .
\end{equation}
The growing factors of the matrices still to come have cancelled. But the entries of $M^A$ reach order $e^{\kappa_{\max}x}$, so rounding them leaves absolute errors up to $\epsilon e^{\kappa_{\max}x}$. The last layers therefore do the most damage, as in (\ref{toy}).

A bound on the amplification in (\ref{error}) is $\|t_BD^{-1}\|\,(1+\|r_BD^{-1}t_A\|)$, taken for open outputs and inputs. Over the 99 cuts of the sample its largest value is 4.4, and the largest condition number of $D$ is 4.5. If each of 100 steps adds an error of order $\epsilon$, the total should not much exceed $100\times4.4\times2.2\times10^{-16}\simeq10^{-13}$. The difference from the 340-digit calculation, below $5\times10^{-15}$, is well within this estimate. The larger $2.3\times10^{-14}$ found above also contains the rounding errors of the simultaneous solution.

Equation (\ref{error}) also says when the star product fails. For a single closed mode, (\ref{sheet}) gives
\begin{equation}
t_0=\frac{\kappa}{\kappa+\Gamma/2},
\end{equation}
which diverges at $\Gamma=-2\kappa$, where an attractive sheet binds a state at energy $E$. Likewise, $D$ becomes singular when a state is bound between two sections. Coupling to open modes generally turns such a state into a resonance of finite width, and a narrow one makes $D$ nearly singular at a cut through the region where the wave is trapped. The sensitivity is then physical: a small change of energy or disorder also changes the scattering of the joined section strongly. The condition number of $D$ during layer-by-layer composition is not a sufficient warning: it can stay small at every step while many weak layers together build a sharp resonance. The amplification in (\ref{error}), evaluated over the cuts of the finished strip, is a better guide. It describes only how errors travel, not how large they are when made. It can therefore miss a sheet, at any position, that taken alone nearly binds a state at $E$: the matrices from (\ref{sheet}) are then large and carry errors far above $\epsilon$, even if the finished strip has no sharp resonance. The condition number of $K+i\Gamma/2$ should be watched as well.

Digits are also lost when a mode lies very close to its threshold. As $k_n\to0$, a wave in this mode is reflected with amplitude $-1$ on both sides of a cut, and $D=1-r'_Ar_B$ becomes nearly singular even without a sharp resonance. In the example the smallest $|k_n|$ is 4.0 nm$^{-1}$, far from this limit. Stability thus requires that very sharp resonances, of the strip or of its parts, and modes very close to threshold be avoided; it does not require a short strip.

\section{Conductance and noise of the example}

Let $T_n$ be the eigenvalues of $t^\dagger t$ for the flux-normalized open block. Each spin makes $dE/h$ transmission attempts per unit time and eigenchannel in an energy window $dE$. At zero temperature and small voltage $V$, an attempt succeeds with probability $T_n$; its mean is $T_n$ and its variance $T_n(1-T_n)$. Therefore
\begin{equation}
I=\frac{2e^2}{h}gV,\quad g=\sum_nT_n,\quad
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n},
\end{equation}
and the noise density is $S=2eIF$, in the convention where independent charges give $2eI$.

Over 200 samples, $g=2.30\pm0.03$ (standard error) and $F=0.358$, from the ratio of averaged sums. With $h/2e^2=12.9$ k$\Omega$, the resistance $1/\langle G\rangle$ is $12.9/2.30=5.6$ k$\Omega$. At 10 mV the current is 1.79 $\mu$A and $S=2.05\times10^{-25}$ A$^2$/Hz.

At temperature $\Theta$ the contacts have occupations $f_L$ and $f_R$. An attempt transfers $+1$ with probability $Tf_L(1-f_R)$ and $-1$ with probability $Tf_R(1-f_L)$. The mean is $T(f_L-f_R)$, and the variance is
\begin{align}
&T[f_L(1-f_R)+f_R(1-f_L)]-T^2(f_L-f_R)^2\notag\\
&=T[f_L(1-f_L)+f_R(1-f_R)]\notag\\
&\quad+T(1-T)(f_L-f_R)^2 .
\end{align}
For energy-independent $T_n$, $\int f(1-f)\,dE=k_B\Theta$ and $\int(f_L-f_R)^2dE=eV\coth(eV/2k_B\Theta)-2k_B\Theta$. Summing over channels and dividing by $2eI$,
\begin{equation}
\frac{S}{2eI}=\frac{2k_B\Theta}{eV}(1-F)+F\coth\frac{eV}{2k_B\Theta}.
\end{equation}
At 10 mV this is 0.40 at 4 K, close to $F$, but 5.2 at 300 K, where thermal noise hides the shot noise. Energy independence is itself approximate: in the first sample $g$ is 2.27 at one edge of the 10 mV window and 2.38 at the other. At 300 K the contacts sample a window of about 0.1 eV, over which $g$ typically varies more.

The Fermi energy is roughly that of copper, but the strip is much more disordered than bulk copper. In two dimensions the Drude conductance in series with the contacts gives $g=N_o/(1+2L/\pi\ell)$, with $N_o=8$ open modes. The mean $g=5.52$ at 4 nm then yields $\ell=5.7$ nm, against a rough 40 nm for phonon scattering in copper at room temperature. Diffusion across 20 nm involves a path of order $L^2/\ell=70$ nm. This rough estimate is comparable with the phonon mean free path, so full phase coherence is a low-temperature assumption. The Drude formula is itself rough: with this $\ell$ it gives $g=2.47$ at 20 nm, against the computed 2.30. Adding the two scattering rates lowers $\ell$ to 5.0 nm and the Drude value of $g$ from 2.47 to 2.25, about 9 per cent, besides weakening interference. A larger change comes from geometry: a square wire of this width has 52 open channels instead of 8, which at equal mean transmission would divide the resistance by 6.5. Copper's band structure, spin-orbit coupling and electron interactions are left out. The numerical output gives the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
Fermi energy 7.0 eV, Fermi wave number 13.555 1/nm
width 2.0 nm, length 20.0 nm, sheet spacing 0.2 nm
sheets 100, rms harmonic strength 0.08 eV nm, harmonics 6
open modes 8, retained modes 14, samples 200
smallest, largest closed-mode decay rate 4.016, 17.317 1/nm
log10 of exp(kappa_max L) 150.4
machine epsilon 2.22e-16
star error against Lippmann-Schwinger, open t 2.3e-14
star unitarity error 8.9e-15; 50 Haar matrices 5.9e-15
largest error amplification over cuts 4.38
largest condition number of D over cuts 4.51
open-only largest inverse norm 1.30, largest bound 1.71
L = 1.0 nm: g star 7.236794, g raw 7.237e+00, relative error 8.0e-14
L = 2.0 nm: g star 6.514852, g raw 6.515e+00, relative error 1.7e-06
L = 3.0 nm: g star 6.056793, g raw 3.964e+00, relative error 3.5e-01
L = 20.0 nm: g star 2.329107, g raw 3.794e-247, relative error 1.0e+00
estimated loss length 2.08 nm
first length with raw g error above 1 percent 2.6 nm
fitted raw error growth rate 15.28 1/nm
raw error at full length without mode mixing 1.5e-14
raw error at full length without closed modes 3.9e-15
340-digit transfer minus star, open tp 4.2e-15
first sample: g 2.3291, Fano factor 0.3413
ensemble: g 2.304 +- 0.026, Fano factor 0.358
resistance 1/<G> 5.60 kohm
current at 10 mV 1.785 uA
zero-temperature noise density 2.049e-25 A^2/Hz
noise/(2eI) at 4 K 0.402, at 300 K 5.193
rms change of g: closed modes dropped 0.357, 14 to 20 modes 0.0057
first sample g averaged thermally at 300 K 2.2919
first sample g at lower, upper bias edge 2.2666, 2.3824
mean g at 4.0 nm 5.523, effective mean free path 5.68 nm
diffusive path L^2/l 70.4 nm, over rough 40 nm phonon path 1.76
open channels of a square wire of the same width 52
\end{verbatim}
